# Why cyclic oxidation gives a mass maximum and then linear loss

## A scale that loses a fixed fraction

Take a flat metal specimen that starts bare. In each cycle it is held hot for a time $\Delta t$, during which an oxide scale grows, and is then cooled, during which part of the scale breaks off. Suppose first that every cooling removes the same small fraction $Q$ of the oxide present.

All masses are per unit area. Let $w_{n-1}$ be the oxide left after cycle $n-1$ and $W_n$ the oxide present at the end of the next hot dwell. Parabolic growth means that the growth rate is inversely proportional to the oxide already there:

$$\frac{dW}{dt}=\frac{K}{2W}\quad\Rightarrow\quad \frac{d(W^2)}{dt}=K\quad\Rightarrow\quad W_n^2=w_{n-1}^2+k,\qquad k=K\Delta t .$$

Here $K$ refers to oxide mass, not to oxygen uptake. Cooling leaves $w_n=(1-Q)W_n$, so that

$$w_n^2=r\,(w_{n-1}^2+k),\qquad r=(1-Q)^2 .$$

This is a linear recurrence for $w^2$. Its fixed point obeys $w_*^2=r(w_*^2+k)$, hence $w_*^2=rk/(1-r)$. Subtracting the fixed-point equation from the recurrence gives $w_n^2-w_*^2=r(w_{n-1}^2-w_*^2)$, and with $w_0=0$

$$w_n^2=w_*^2\left[1-(1-Q)^{2n}\right].$$

The scale thickens towards a steady value. There, each dwell makes as much new oxide as the next cooling removes.

The balance does not see this steady state as a constant mass. Let $f$ be the oxygen mass fraction of the oxide, $0<f<1$. New oxide of mass $G$ brings in only $fG$ from the gas; the remaining $(1-f)G$ was already in the specimen as metal. Spalled oxide of mass $s$, which is not weighed, takes away all of $s$. With $G=s$ the specimen loses $(1-f)s$ in every cycle, and the loss is linear. In the first cycle, by contrast, $G=\sqrt k$ and $s=Q\sqrt k$, so the mass rises if $Q<f$. A curve that starts upwards and ends on a falling line must have a maximum between.

## The mass account

Now let the spalled amount follow the more general law

$$s=QW^{1+\alpha},\qquad \varphi=\frac sW=QW^\alpha,\qquad Q>0,\ \alpha\ge 0 .$$

For $\alpha>0$ a thicker scale loses a larger fraction $\varphi$ as well as a larger amount. The law describes an average over the surface, and the retained oxide is treated as a uniform layer when growth resumes. If spalling instead bares patches of metal, these regrow faster than the average thickness suggests, and the numbers change. $K$, $Q$, $\alpha$, $f$ and the area are taken as constant, the metal supply as unlimited, and evaporation as absent.

Let $S_n$ be the total oxide spalled in $n$ cycles. The oxide formed so far is $w_n+S_n$, and it has consumed metal of mass $(1-f)(w_n+S_n)$. The specimen's mass change is the attached oxide minus the metal consumed:

$$\Delta M_n=w_n-(1-f)(w_n+S_n)=f\,w_n-(1-f)\,S_n .$$

The first term is oxygen held in the attached scale. The second is metal carried off in the spall. In one cycle $w$ changes by $G-s$ and $S$ by $s$, so the mass changes by

$$D=f(G-s)-(1-f)s=fG-s .$$

The two contributions can now be examined separately.

## Growth alone

Without spall, $w_n^2=nk$ and $\Delta M_n=f\sqrt{nk}$. The gain slows down but never reverses: parabolic growth by itself supplies no maximum. What it supplies is a declining uptake,

$$G=\sqrt{w^2+k}-w=\frac{k}{\sqrt{w^2+k}+w},$$

where the second form follows on multiplying and dividing by the sum. The denominator grows with $w$, so a thicker retained scale means less new oxide per dwell.

## Spall and the steady scale

Spallation acts in the opposite sense: $s=QW^{1+\alpha}$ increases with thickness. A steady state requires the oxide retained after cooling, $w_*=W_*(1-\varphi_*)$, to grow back to $W_*$ in one dwell. Growth gives $w_*^2=W_*^2-k$, so

$$W_*^2-k=W_*^2(1-\varphi_*)^2\quad\Rightarrow\quad k=W_*^2\,\varphi_*(2-\varphi_*).$$

For $\varphi<1$ the factor $\varphi(2-\varphi)$ has derivative $2(1-\varphi)>0$ with respect to $\varphi$, and $\varphi$ does not decrease with $W$. The right side therefore increases with $W$, and there is at most one such steady state.

Whether the scale approaches it smoothly depends on how strongly spall responds to thickness. The oxide left after cooling is $g(W)=W-QW^{1+\alpha}$, with

$$g'(W)=1-(1+\alpha)\varphi .$$

Assume that a steady state exists with

$$\varphi_*<\frac{1}{1+\alpha}.$$

Then $g'>0$ for all $W$ up to $W_*$, so the cycle map $T(w)=g(\sqrt{w^2+k})$ increases with $w$ on $0\le w\le w_*$. The first cycle gives $w_1>w_0=0$. Applying an increasing map to both sides of $w_{n}>w_{n-1}$ gives $w_{n+1}>w_n$; applying it to $w_n<w_*$ gives $w_{n+1}<w_*$. The retained scale thus rises in every cycle, is bounded, and converges to the unique steady value.

Close to that value the remaining gap is multiplied in each cycle by the slope of the map. Since $dW/dw=w/W$, which equals $1-\varphi_*$ at the steady state,

$$\lambda=T'(w_*)=\left[1-(1+\alpha)\varphi_*\right](1-\varphi_*).$$

If $\varphi_*$ exceeds $1/(1+\alpha)$, $\lambda$ is negative, and near the steady value the retained scale swings from one side of it to the other; it settles there if $\lambda>-1$. With $\alpha=1$ and $\varphi_*=0.70$, for instance, the retained scale after the first cycle is already 1.06 times its steady value. The statements below assume the smaller spalled fraction.

## Weighing uptake against spall

As $w$ rises from cycle to cycle, $fG$ falls and $s$ rises. Their difference $D=fG-s$ therefore falls strictly, from its first-cycle value to its steady value:

$$D_1=f\sqrt k-Qk^{(1+\alpha)/2}\quad\longrightarrow\quad D_\infty=-(1-f)s_*,\qquad s_*=QW_*^{1+\alpha}.$$

A sequence whose increments fall strictly is concave. If $D_1>0$, which means $Qk^{\alpha/2}<f$, the increments change sign once and the curve has a single crest. (Should one increment be zero, two neighbouring cycles share the highest value.) If $Qk^{\alpha/2}\ge f$, the first cycle brings no gain, every later cycle brings a loss, and there is no interior maximum.

The thickness at the crest follows from $fG=s$. Write $\psi=\varphi/f$, so that $G=s/f=\psi W$. Because $G=W-\sqrt{W^2-k}$,

$$\sqrt{W_m^2-k}=W_m(1-\psi_m)\quad\Rightarrow\quad k=W_m^2\,\psi_m(2-\psi_m),\qquad \psi_m=\frac Qf W_m^\alpha .$$

This is the steady-state equation with $Q$ replaced by $Q/f$. The root meant is the one with $\psi_m<1$, which is unique by the argument used for the steady state; squaring can add a root with $\psi_m>1$, which does not satisfy the unsquared equation. The balance responds as though spall were stronger by $1/f$, because each unit of spalled oxide has to be offset by oxygen alone. The crest is the last cycle whose oxide before cooling is below $W_m$.

Since $D$ is positive in the first cycle and negative at the steady state, $W_m<W_*$. At the crest $s=fG<G$, so the scale is still thickening. The maximum marks neither the onset of spallation nor the steady state. It marks the point where the increase in attached oxide, $G-s=(1-f)G$, just equals the metal consumed.

A constant limiting slope does not by itself guarantee an asymptotic line with a finite intercept. To check this, write $S_n=ns_*-\sum_{j\le n}(s_*-s_j)$ in the mass account:

$$\Delta M_n=-(1-f)s_*\,n+f w_n+(1-f)\sum_{j=1}^{n}(s_*-s_j).$$

The gap $s_*-s_j$ eventually shrinks by the factor $\lambda<1$ per cycle, so the sum converges. The last two terms increase towards a positive constant $C$, the intercept of the final line. The mass curve therefore approaches that line from below. The intercept records the oxygen stored in the steady scale and the metal saved because less oxide spalled while the scale was thin.

## Weak spall: scaling out $k$ and $Q$

When $\varphi_*\ll1$ the approach takes many cycles, and $n$ can be treated as continuous. Squaring $w_n=W_n(1-\varphi_n)$ and subtracting $w_{n-1}^2=W_n^2-k$ gives, without approximation,

$$w_n^2-w_{n-1}^2=k-W_n^2\varphi_n(2-\varphi_n).$$

To leading order in the spalled fraction, $2-\varphi_n\to2$ and $W_n\to w$ in the spall term, so

$$\frac{d(w^2)}{dn}=k-2Qw^{2+\alpha}.$$

The right side vanishes at $w_s=(k/2Q)^{1/(2+\alpha)}$. With $x=w/w_s$ and $\tau=nQw_s^\alpha$, and with $k=2Qw_s^{2+\alpha}$, division by $2Qw_s^{2+\alpha}$ leaves

$$x\frac{dx}{d\tau}=1-x^{2+\alpha}.$$

In these units the spall rate is $x^{1+\alpha}$ and the growth rate of new oxide is $1/x$. The crest condition $f/x=x^{1+\alpha}$ gives

$$x_m=f^{1/(2+\alpha)} .$$

Treating $n$ as continuous at the crest also requires the oxide grown in one dwell to be small compared with the scale. There $G/W=\varphi/f$, so the spalled fraction must be small compared with $f$, not only with 1. Using $d\tau=x\,dx/(1-x^{2+\alpha})$, the crest time and height are then

$$\tau_m=\int_0^{x_m}\frac{x\,dx}{1-x^{2+\alpha}},\qquad \frac{\Delta M_m}{w_s}=f x_m-(1-f)\int_0^{x_m}\frac{x^{2+\alpha}\,dx}{1-x^{2+\alpha}} .$$

For a constant spalled fraction, $\alpha=0$, the first integral is elementary: $\tau_m=-\tfrac12\ln(1-f)$. As $f\to1$ this time diverges and the final slope vanishes, since hardly any metal is carried away in the spall.

The final slope in this limit is

$$-(1-f)Qw_s^{1+\alpha}=-(1-f)\,Q^{1/(2+\alpha)}\left(\frac k2\right)^{(1+\alpha)/(2+\alpha)} .$$

The dependence on $Q$ is weaker than linear. A scale that spalls more readily is kept thinner, which offsets part of the increase.

## A worked case

Take round model parameters: $K=0.04\ \mathrm{mg^2\,cm^{-4}\,h^{-1}}$, $\Delta t=1$ h, $\alpha=1$, $Q=0.004\ \mathrm{cm^2/mg}$ and $f=0.4$. Then $k=0.04\ \mathrm{mg^2/cm^4}$. Masses below are in mg/cm².

In the first cycle $W_1=\sqrt{0.04}=0.2$. The spalled fraction is $0.004\times0.2=0.0008$, far below $f$, so a crest must follow. The spall is $0.00016$ and the mass change is $0.4\times0.2-0.00016=0.0798$.

The crest equation gives $W_m=1.263$. The oxide before cooling is 1.260 in cycle 48 and 1.269 in cycle 49, so the maximum falls in cycle 48. At that point 1.2534 of oxide is retained and 0.1684 has spalled:

$$\Delta M_{48}=0.4\times1.2534-0.6\times0.1684=0.501-0.101=0.400 .$$

The stored oxygen is still about five times the metal lost in spall. The crest is decided by the increments, not by these totals.

The weak-spall estimate can be followed by hand. Here $w_s=(0.04/0.008)^{1/3}=1.710$ and $x_m=0.4^{1/3}=0.737$. Expanding $1/(1-x^3)$ and using $x_m^3=f$,

$$\tau_m=x_m^2\left(\frac12+\frac f5+\frac{f^2}{8}+\cdots\right)\approx0.330,\qquad n_m=\frac{0.330}{0.004\times1.710}\approx48 .$$

The corresponding height is 0.404, and the iterated crest lies 0.9% below it. Reducing $Q$ a hundredfold lowers $Qw_s$ by $100^{2/3}\approx22$, and the relative error in height falls by about the same factor, to 0.04%. This is the behaviour expected of a correction proportional to the spalled fraction.

The mass change first becomes negative in cycle 148. By then 1.65 of metal has been consumed. A specimen that has returned to its starting weight is therefore not undamaged: attached oxide has replaced the mass of the missing metal.

At the steady state $W_*=1.712$, $\varphi_*=0.00685$ and $s_*=0.01172$. The final slope is

$$-0.6\times0.01172=-0.00703\ \text{mg/cm² per cycle},$$

in agreement with the slope of the iterated mass account. Since the attached scale no longer changes, this is also the rate of metal consumption. Earlier in the test, the mass curve understates that consumption because the attached oxide is still increasing.

The approach factor is $\lambda=(1-0.00685)(1-0.0137)\approx0.980$, so the remaining gap falls by a factor $e$ in about 48 cycles. The final line has intercept 1.08 and would cross zero near cycle $1.08/0.00703\approx154$. The actual crossing is earlier because the curve is still 0.044 below the line in cycle 148. By cycle 300 the difference is 0.002. The linear regime is thus reached well after the crest, and a slope read just beyond the maximum would be too shallow.

## Cycle length and growth rate

Let the hot dwell change while $K$ and $Q$ stay fixed. In the weak-spall limit the loss per cycle varies as $\Delta t^{(1+\alpha)/(2+\alpha)}$. Dividing by $\Delta t$ gives the loss per hot hour:

$$\text{loss per hot hour}\propto\Delta t^{-1/(2+\alpha)} .$$

The number of cycles to the crest is $\tau_m/(Qw_s^\alpha)\propto\Delta t^{-\alpha/(2+\alpha)}$, and multiplication by $\Delta t$ gives

$$\text{hot time to crest}\propto\Delta t^{2/(2+\alpha)} .$$

For $\alpha=1$ and dwells of 8 h instead of 1 h, the predicted factors are $8^{-1/3}=0.5$ and $8^{2/3}=4$. Iteration gives a loss-rate ratio of 0.501 and moves the crest from 48 h to 192 h. Longer dwells cause more loss per cycle but less per hot hour, because there are fewer coolings.

## What the shape does not prove

Replace the spall law by a constant oxide loss $q$ per cycle, whatever the thickness. Growth still slows as the scale thickens, until $G=q$. Solving $W-\sqrt{W^2-k}=q$ gives

$$W^2-k=(W-q)^2\quad\Rightarrow\quad W_*=\frac{k+q^2}{2q},$$

which is a steady state with retained oxide if $q<\sqrt k$. The increment $fG-q$ falls from $f\sqrt k-q$ to $-(1-f)q$, so for $q<f\sqrt k$ there is again one crest followed by linear loss. With $q=0.01$ mg/cm² and the other parameters as before, the crest comes in cycle 22 and the final slope is $-0.0060$ mg/cm² per cycle.

A maximum followed by a straight line therefore does not prove thickness-dependent spallation. On a real specimen it does not even prove spallation: oxide that evaporates at a steady rate during the dwell acts much like a constant loss per cycle and gives the same shape. Within these models, the response to the growth constant separates the two cases. For a constant loss the final slope does not contain $K$. For thickness-dependent spall it varies as $K^{(1+\alpha)/(2+\alpha)}$ when the spalled fraction is small. Doubling $K$ in the worked case multiplies the slope by 1.588, close to $2^{2/3}=1.587$; with constant loss the factor is 1.000. These are ratios of final slopes. With constant loss the gap to the steady state shrinks only by $1-q/W_*$ per cycle, a factor $e$ in about 200 cycles here and about 400 with $K$ doubled, so the ratio is still 0.86 near cycle 300 and comes within 1% of unity only after more than 1000 cycles. Applied to real specimens, this comparison requires $K$ to be changed without changing the spall law, which a change of temperature need not respect.

The straight line also rests on constant parameters. It ends when the alloy can no longer supply the metal that forms this oxide, and it bends if $K$ or $Q$ drifts as the surface ages. The steady state is a balance maintained by continuous consumption of metal, so it cannot outlast the supply. The numerical output below lists the values for this case and its controls.

## Numbers as computed

```
K = 0.04 mg^2/cm^4/h, dwell = 1.0 h, k = 0.04 mg^2/cm^4
Q = 0.004 cm^2/mg, alpha = 1.0, oxygen fraction f = 0.4
first cycle: oxide before cooling = 0.2000 mg/cm^2
first cycle: spalled oxide = 0.000160 mg/cm^2
first cycle: mass change = 0.07984 mg/cm^2
cycle | retained oxide | total spall | mass change | minus final line (mg/cm^2)
   10 | 0.6253 | 0.0087 | 0.2449 | -0.76641
   48 | 1.2534 | 0.1684 | 0.4003 | -0.34374
  100 | 1.5495 | 0.6009 | 0.2592 | -0.11904
  148 | 1.6444 | 1.1025 | -0.0038 | -0.04444
  300 | 1.6978 | 2.8492 | -1.0304 | -0.00193
  600 | 1.7002 | 6.3644 | -3.1386 | -0.00000
crest: cycle 48, mass change 0.4003 mg/cm^2
crest: threshold oxide before cooling = 1.2626 mg/cm^2
oxide before cooling in cycle 48 = 1.2597 mg/cm^2
oxide before cooling in cycle 49 = 1.2692 mg/cm^2
first cycle with negative mass change = 148
metal consumed by then = 1.6481 mg/cm^2
steady oxide before cooling = 1.7119 mg/cm^2
steady oxide after cooling = 1.7002 mg/cm^2
steady spalled fraction = 0.00685
steady spall = 0.01172 mg/cm^2 per cycle
final slope, iterated = -0.007034 mg/cm^2 per cycle
final slope, -(1-f)*s_star = -0.007034 mg/cm^2 per cycle
final line intercept, iterated = 1.0816 mg/cm^2
gap shrink factor per cycle: iterated 0.97955, formula 0.97955
small-spall scale w_s = 1.7100 mg/cm^2, crest ratio x_m = 0.7368
small-spall crest: cycle 48.30, height 0.4040 mg/cm^2
small-spall slope = -0.007018 mg/cm^2 per cycle
small-spall intercept = 1.0897 mg/cm^2
relative error of small-spall height: 0.00927; Q/100: 0.00043
relative error of intercept: 0.00736; Q/100: 0.00034
8 h dwell: final slope per hot hour = -0.003525 mg/cm^2/h
8 h dwell / 1 h dwell slope ratio per hot hour = 0.5012
hot time to crest: 1 h dwell 48 h, 8 h dwell 192 h
doubled K, slope ratio with thickness-dependent spall = 1.5883
constant loss control: 0.01 mg/cm^2 oxide per cycle
constant loss: crest at cycle 22, slope -0.006000 mg/cm^2 per cycle
doubled K, slope ratio with constant loss = 1.0000
overshoot control: steady fraction 0.7000, w_1/w_star = 1.0565
```
